# Flux Formula for Cumulative Reaction Probability and Its Absorbing-Boundary Form, part 2

The cumulative reaction probability $N(E)$, the sum of $|S_{n'n}|^2$ over open reactant channels $n$ and product channels $n'$, is to be computed with absorbing boundaries. Reactants (r) lie at $x\to-\infty$, products (p) at $x\to+\infty$, and

$$H=-\frac{\hbar^2}{2m}\frac{d^2}{dx^2}+\Delta+V(x),\tag{1}$$

with $\Delta$ the diagonal matrix of thresholds $\Delta_n$, $V$ Hermitian and localised, $e_n$ the unit column of a channel and $\hbar k_n=\sqrt{2m(E-\Delta_n)}$. With $h=\theta(x-s)$, the flux operator $F=(i/\hbar)[H,h]$ obeys

$$\langle\phi|F|\chi\rangle=\frac{i}{\hbar}\frac{\hbar^2}{2m}\int_s^\infty(\phi^\dagger\chi''-\phi''^\dagger\chi)\,dx=\frac{\hbar}{2mi}\,(\phi^\dagger\chi'-\phi'^\dagger\chi)\Big|_{x=s}.\tag{2}$$

The scattering state $\psi_n$, incoming in channel $n$ alone, is on the product side

$$\psi_n\to\sqrt{\frac{m}{2\pi\hbar^2}}\sum_{n'\in\mathrm p}\frac{e_{n'}}{\sqrt{k_{n'}}}\left[\delta_{n'n}e^{-ik_{n'}x}+S_{n'n}e^{ik_{n'}x}\right],\tag{3}$$

and on the reactant side the same with $x\to-x$, $n'\in\mathrm r$. With $\delta\equiv\delta(E-H)$ and $F_{nn'}=\langle\psi_n|F|\psi_{n'}\rangle$,

$$\delta(E-H)=\sum_n|\psi_n\rangle\langle\psi_n|,\qquad \mathrm{tr}[F\delta F\delta]=\sum_{nn'}|F_{nn'}|^2,\tag{4}$$

For one-channel waves $\phi=Ae^{-ikx}+Be^{ikx}$, $\chi=A'e^{-ikx}+B'e^{ikx}$,

$$\frac{\hbar}{2mi}(\phi^*\chi'-\phi'^*\chi)=\frac{\hbar k}{m}(B^*B'-A^*A').\tag{5}$$

With $P$ and $R$ projecting on product and reactant channels,

$$D\equiv 2\pi\hbar\,(F_{nn'})=S^\dagger PS-P=R-S^\dagger RS.\tag{6}$$

$$N(E)=\tfrac12(2\pi\hbar)^2\,\mathrm{tr}[F\,\delta(E-H)\,F\,\delta(E-H)].\tag{8}$$

The $p_k$ are the eigenvalues of $S_{\mathrm{pr}}^\dagger S_{\mathrm{pr}}$, $S_{\mathrm{pr}}=PSR$; the nonzero eigenvalues of $D$ are $\pm\sqrt{p_k}$. For one channel, $S_{11}=r$, $S_{21}=t$, $S_{22}=r'$ (1 is the reactant side) and

$$D=\begin{pmatrix}|t|^2&t^*r'\\ r'^*t&-|t|^2\end{pmatrix},\qquad \tfrac12\mathrm{tr}D^2=|t|^4+|t|^2|r'|^2=|t|^2.\tag{9}$$

For a finite Hermitian matrix $H$, a projector $h$ and an absorbing potential $\epsilon\ge0$ with $[\epsilon,h]=0$,

$$G=(E-H+i\epsilon)^{-1},\quad \epsilon_{\mathrm p}=h\epsilon,\quad\epsilon_{\mathrm r}=(1-h)\epsilon,\quad\delta_\epsilon=\frac{i}{2\pi}(G-G^\dagger).\tag{10}$$

$$G-G^\dagger=-2iG\epsilon G^\dagger=-2iG^\dagger\epsilon G.\tag{11}$$

Replacing $\delta(E-H)$ by $\delta_\epsilon$ in (8) defines $N_\epsilon$. With $C=[H,h]$, $\nu=\mathrm{tr}\,h$ and $X=\mathrm{tr}[hG^{-1}hG]$,

$$N_\epsilon=\tfrac12\mathrm{tr}[CGCG]+\tfrac12\mathrm{tr}[CG^\dagger CG^\dagger]-\mathrm{tr}[CG^\dagger CG].\tag{13}$$

$$\mathrm{tr}[CGCG]=2\nu-2X,\qquad \mathrm{tr}[CG^\dagger CG^\dagger]=2\nu-2X^*.\tag{14}$$

$$G^\dagger CG=G^\dagger h-G^\dagger G^{-1}hG=G^\dagger h-hG-2iG^\dagger\epsilon_{\mathrm p}G.\tag{15}$$

$$GCG^\dagger=Gh-GG^{\dagger-1}hG^\dagger=Gh-hG^\dagger+2iG\epsilon_{\mathrm p}G^\dagger.\tag{16}$$

These give the exact matrix identity

$$N_\epsilon=\tfrac12(2\pi\hbar)^2\mathrm{tr}[F\delta_\epsilon F\delta_\epsilon]=4\,\mathrm{tr}[G^\dagger\epsilon_{\mathrm p}G\epsilon_{\mathrm r}].\tag{18}$$

The matrix $S_\epsilon=1-2i\epsilon^{1/2}G\epsilon^{1/2}$ is unitary:

$$S_\epsilon^\dagger S_\epsilon=1-2i\epsilon^{1/2}(G-G^\dagger)\epsilon^{1/2}+4\epsilon^{1/2}G^\dagger\epsilon G\epsilon^{1/2}=1\tag{19}$$

Its block $B=hS_\epsilon(1-h)=-2i\epsilon_{\mathrm p}^{1/2}G\epsilon_{\mathrm r}^{1/2}$ gives $N_\epsilon=\mathrm{tr}\,B^\dagger B$.

### How $N_\epsilon$ differs from $N$

Identity (18) does not say that $N_\epsilon=N$. The difference has a closed form for one channel with real $V$, in the limit of a fine grid. Let the absorbers lie where $V$ is negligible, end at hard walls, and leave a gap with $V=\epsilon=0$ on each side of the barrier, with $s$ between them. Let $u_{\mathrm p}$ and $u_{\mathrm r}$ solve $(E-H+i\epsilon)u=0$ and vanish at the right and left wall, scaled so that $u_{\mathrm p}=e^{ikx}+\rho_{\mathrm p}e^{-ikx}$ in the right gap and $u_{\mathrm r}=e^{-ikx}+\rho_{\mathrm r}e^{ikx}$ in the left gap. The $\rho$ are the reflection amplitudes of absorber plus wall. The kernel of $G$ meets both wall conditions, and $(\hbar^2/2m)\,\partial_xG$ jumps by one at $x=x'$, so for $x>x'$

$$G(x,x')=\frac{2m}{\hbar^2}\frac{u_{\mathrm p}(x)u_{\mathrm r}(x')}{W},\qquad W=u_{\mathrm r}u_{\mathrm p}'-u_{\mathrm r}'u_{\mathrm p},\tag{20}$$

with $W$ constant because both functions solve one equation without a first derivative. From $u''=-(2m/\hbar^2)(E-V+i\epsilon)u$ the current $j$ obeys $j'=(\hbar/2mi)(u^*u''-u''^*u)=-(2/\hbar)\epsilon|u|^2$. It vanishes at the wall and is given by (5) in the gap, so on either side

$$\int\epsilon_{\mathrm p}|u_{\mathrm p}|^2dx=\frac{\hbar^2k}{2m}(1-|\rho_{\mathrm p}|^2),\tag{21}$$

and likewise for r. With (20) the trace in (18) factorises into the two integrals (21):

$$N_\epsilon=4\iint\epsilon_{\mathrm p}(x)|G(x,x')|^2\epsilon_{\mathrm r}(x')\,dx\,dx'=\frac{4k^2(1-|\rho_{\mathrm r}|^2)(1-|\rho_{\mathrm p}|^2)}{|W|^2}.\tag{22}$$

To find $W$, carry $u_{\mathrm p}$ across the barrier. Let $\varphi_L$ equal $e^{ikx}+re^{-ikx}$ on the left and $te^{ikx}$ on the right, and $\varphi_R$ equal $t'e^{-ikx}$ on the left and $e^{-ikx}+r'e^{ikx}$ on the right. Their Wronskian is $2ikt'$ on the left and $2ikt$ on the right, so $t'=t$. Matching in the right gap gives $u_{\mathrm p}=c\,\varphi_L+\rho_{\mathrm p}\varphi_R$ with $ct+\rho_{\mathrm p}r'=1$. In the left gap $u_{\mathrm p}=ce^{ikx}+(cr+\rho_{\mathrm p}t)e^{-ikx}$. The Wronskian of $e^{-ikx}$ with $e^{ikx}$ is $2ik$ and changes sign with the order, so $W=2ik[c-\rho_{\mathrm r}(cr+\rho_{\mathrm p}t)]$. Inserting $c=(1-r'\rho_{\mathrm p})/t$ and $N=|t|^2$,

$$N_\epsilon=N\,\frac{(1-|\rho_{\mathrm r}|^2)(1-|\rho_{\mathrm p}|^2)}{|(1-r\rho_{\mathrm r})(1-r'\rho_{\mathrm p})-t^2\rho_{\mathrm r}\rho_{\mathrm p}|^2},\tag{23}$$
$$N_\epsilon/N-1=2\,\mathrm{Re}(r\rho_{\mathrm r}+r'\rho_{\mathrm p})+O(\rho^2).\tag{24}$$

The relative error is linear in the reflection amplitude, not in the reflection probability $|\rho|^2$: the wave sent back by barrier and absorber in turn interferes with the first wave. For a transparent barrier, $r=r'=0$, the linear term is absent. Moving an absorber and its wall outward by $d$ replaces $x$ by $x-d$ in $u_{\mathrm p}$ and multiplies $\rho$ by $e^{2ikd}$, so the error oscillates with period $\pi/k$ in $d$. As $\epsilon\to0$ at fixed walls, (21) gives $|\rho|\to1$, and $N_\epsilon\to0$ unless the denominator vanishes, which marks a box level. A strong abrupt absorber fails too: a step from $k$ to a complex $k_\epsilon$ reflects with amplitude $(k-k_\epsilon)/(k+k_\epsilon)\to-1$ as $|k_\epsilon|\to\infty$.

For several channels take the limit $\rho\to0$, with $\epsilon$ proportional to the unit matrix and the closed channels decayed across the gaps. A source at $x'$ in reactant channel $n$ sends into the gap, by (20) with $W=2ik_n$, the wave $(m/i\hbar^2k_n)\,u_n(x')e^{ik_nx}$. The reflected part does not return, and by (3) the transmitted part carries the factor $S_{n'n}\sqrt{k_n/k_{n'}}$. The functions $w_n=(2m\epsilon/\hbar^2k_n)^{1/2}u_ne_n$ are normalised by (21) and orthogonal through $e_n$, and $B=-\sum_{n'n}w_{n'}(x)S_{n'n}w_n(x')^T$. The nonzero eigenvalues of $B^\dagger B$ are then the $p_k$, and $N_\epsilon=N$.

### The Eckart barrier

For $V=V_0\,\mathrm{sech}^2(x/a)$ put $y=x/a$, $\kappa=ka$, $\sigma=-\tfrac12+i\lambda$ and $\lambda=\tfrac12\sqrt{8mV_0a^2/\hbar^2-1}$, taken real, so that $\sigma(\sigma+1)=-\tfrac14-\lambda^2=-2mV_0a^2/\hbar^2$. With $\xi=\tanh y$, $d/dy=(1-\xi^2)d/d\xi$ and $\mathrm{sech}^2y=1-\xi^2$, the Schrödinger equation divided by $1-\xi^2$ is

$$\frac{d}{d\xi}\Big[(1-\xi^2)\frac{d\psi}{d\xi}\Big]+\Big[\sigma(\sigma+1)+\frac{\kappa^2}{1-\xi^2}\Big]\psi=0.\tag{25}$$

Set $\psi=gw$, $g=(1-\xi^2)^{\mu/2}$, $\mu=-i\kappa$. Then $(1-\xi^2)\psi_\xi=g[(1-\xi^2)w_\xi-\mu\xi w]$, whose derivative is $g[(1-\xi^2)w_{\xi\xi}-2(\mu+1)\xi w_\xi-\mu w+\mu^2\xi^2w/(1-\xi^2)]$. The last term combines with $\kappa^2=-\mu^2$ to $-\mu^2w$, and $\sigma(\sigma+1)-\mu(\mu+1)=-(\mu-\sigma)(\mu+\sigma+1)$. With $z=(1-\xi)/2$, $1-\xi^2=4z(1-z)$ and $d/d\xi=-\tfrac12d/dz$,

$$z(1-z)w_{zz}+(\mu+1)(1-2z)w_z-(\mu-\sigma)(\mu+\sigma+1)w=0.\tag{26}$$

This is the hypergeometric equation with $\alpha=\mu-\sigma$, $\beta=\mu+\sigma+1$, $\gamma=\mu+1$. As $y\to+\infty$, $z\to0$ and $g\to(4e^{-2y})^{-i\kappa/2}=2^{-i\kappa}e^{i\kappa y}$, so $w={}_2F_1(\alpha,\beta;\gamma;z)$ gives a purely transmitted wave. As $y\to-\infty$, $1-z\to e^{2y}$ and $g\to2^{-i\kappa}e^{-i\kappa y}$. One standard property of ${}_2F_1$ is taken over here, its connection formula at $z\to1$,

$${}_2F_1\to\frac{\Gamma(\gamma)\Gamma(\eta_0)}{\Gamma(\gamma-\alpha)\Gamma(\gamma-\beta)}+(1-z)^{\eta_0}\frac{\Gamma(\gamma)\Gamma(-\eta_0)}{\Gamma(\alpha)\Gamma(\beta)},\quad\eta_0=\gamma-\alpha-\beta=i\kappa.\tag{27}$$

The second term gives the incident $e^{i\kappa y}$ and the first the reflected wave. Dividing by the incident coefficient, with $\gamma-\alpha=1+\sigma$ and $\gamma-\beta=-\sigma$,

$$t=\frac{\Gamma(-i\kappa-\sigma)\Gamma(1-i\kappa+\sigma)}{\Gamma(1-i\kappa)\Gamma(-i\kappa)},\qquad r=r'=t\,\frac{\Gamma(1-i\kappa)\Gamma(i\kappa)}{\Gamma(1+\sigma)\Gamma(-\sigma)},\tag{28}$$

where $r'=r$ follows from the symmetry of $V$. The numerator of $t$ is $\Gamma(\tfrac12-i(\kappa+\lambda))\Gamma(\tfrac12-i(\kappa-\lambda))$. The reflection formula $\Gamma(\zeta)\Gamma(1-\zeta)=\pi/\sin\pi\zeta$ gives $|\Gamma(\tfrac12+iq)|^2=\pi/\cosh\pi q$ and $|\Gamma(1-i\kappa)\Gamma(-i\kappa)|=|\Gamma(1-i\kappa)\Gamma(i\kappa)|=\pi/\sinh\pi\kappa$. With $\cosh\pi(\kappa+\lambda)\cosh\pi(\kappa-\lambda)=\tfrac12(\cosh2\pi\kappa+\cosh2\pi\lambda)=\sinh^2\pi\kappa+\cosh^2\pi\lambda$,

$$N=\frac{\sinh^2\pi\kappa}{\sinh^2\pi\kappa+\cosh^2\pi\lambda}\approx\frac{1}{1+e^{2\pi(\lambda-\kappa)}},\tag{29}$$

the last form holding for $\pi\kappa,\pi\lambda\gg1$. It passes $\tfrac12$ at $\kappa=\lambda$, that is at $E=V_0-\hbar^2/8ma^2$, below the barrier top.

### Discretisation and worked example

With walls at $\pm L$ and $M$ interior points $x_j=-L+j\Delta x$, $\Delta x=2L/(M+1)$, the sine discrete variable representation (DVR) takes the box functions of wave number $q_l=\pi l/2L$, $l=1,\dots,M$, and the orthogonal matrix $U_{jl}=\sqrt{2/(M+1)}\sin[\pi jl/(M+1)]$. The kinetic matrix is $U\,\mathrm{diag}(\hbar^2q_l^2/2m)\,U^T$, while $V$, $\epsilon$ and $h$ are diagonal, so (18) becomes

$$N_\epsilon=4\sum_{jl}\epsilon_{\mathrm p,j}|G_{jl}|^2\epsilon_{\mathrm r,l}.\tag{30}$$

Take atomic units and the model values $m=1000\,m_e$, $V_0=0.015\,E_h$ (0.4082 eV), $a=0.75$ bohr. Then $2mV_0a^2=16.875$ and $\lambda=\tfrac12\sqrt{4\times16.875-1}=4.077377$. The absorber is $\epsilon=\eta[(|x|-x_0)/\ell]^4$ for $|x|>x_0$, with $x_0=6$ bohr, $\ell=12$ bohr, $\eta=0.02\,E_h$; $V(x_0)=6.75\times10^{-9}E_h$. With $L=18$ bohr and $\Delta x=0.1$ bohr, $M=36/0.1-1=359$.

At $E=0.010\,E_h$ (0.2721 eV), $k=\sqrt{20}=4.47214$ bohr$^{-1}$ and $\kappa=3.35410$. Then $2\pi(\lambda-\kappa)=2\pi\times0.72328=4.5445$, and (29) gives $1/(1+94.11)=0.010514$. Equation (28) gives $t=0.076506-0.068271i$ and $r=-0.662302-0.742187i$, so $t^*r=-(0.056782+0.045216)i=-0.101998i$; the real part vanishes because unitarity with $r=r'$ requires $r^*t+t^*r=0$. The matrix $D=2\pi\hbar(F_{nn'})$ at $s=0.7$ bohr from numerically integrated states has diagonal $\pm0.010514$ and this off-diagonal element, as in (9). Formula (8) gives $0.010514^2+0.101998^2=0.0001105+0.0104036=0.0105141$, and the eigenvalues $\pm0.102538$ square to the same number. On the grid, with $s=0.05$ bohr, the terms of (13) are $-4.0416377-(-4.0521518)=0.0105141$: each is about 400 times the result (a ratio that depends on the grid spacing and on $s$), so neither can be dropped, whereas (30) sums non-negative terms.

| $E/E_h$ | $N$, (29) | $N_\epsilon/N-1$ | $\lvert\rho\rvert$ |
|---|---|---|---|
| 0.005 | $2.216373\times10^{-5}$ | $-2.5\times10^{-6}$ | $7.4\times10^{-7}$ |
| 0.010 | $1.051410\times10^{-2}$ | $3.0\times10^{-7}$ | $8.6\times10^{-8}$ |
| 0.015 | 0.547829 | $1.7\times10^{-7}$ | $9.5\times10^{-8}$ |
| 0.020 | 0.985004 | $1.9\times10^{-7}$ | $4.7\times10^{-7}$ |

Here $\rho$ comes from a separate integration through the absorber. By (24) the leading error is at most $4|r||\rho|$ in size, with $|r|=\sqrt{1-N}$. That bound is $2.9\times10^{-6}$, $3.4\times10^{-7}$, $2.6\times10^{-7}$ and $2.3\times10^{-7}$, and each error lies inside it. In the last row $|r|=0.122$, and the error is smaller than $|\rho|$ itself. The factorised kernel (20) makes $B$ of rank one; on the grid the second eigenvalue of $B^\dagger B$ is $2\times10^{-13}$.

With the surface inside the absorber, at $s=10.05$ bohr, identity (18) still holds but its value is 0.1735, about 16.5 times $N$. Part of the product absorber now belongs to $\epsilon_{\mathrm r}$, so the sum (30) includes pairs of points with no barrier between them.

A short absorber, $\ell=2$ bohr with the same $\eta$ and $\Delta x=0.05$ bohr, has $|\rho|=0.0424$ and $|\rho|^2=0.0018$ at $0.010\,E_h$. At seven values of $x_0$ from 6.0 to 6.6 bohr, spaced by 0.1 bohr and covering most of the period $\pi/k=0.70$ bohr, $N_\epsilon$ lies between 0.008879 and 0.012232 and agrees with (23) in the printed digits. The error relative to $N$ is $+0.1634$ at $x_0=6.2$ bohr and $-0.1555$ at 6.6 bohr, where the linear term $4\,\mathrm{Re}(r\rho)$ gives $+0.1527$ and $-0.1688$. The largest shift falls between the sampled points, near $x_0=6.25$ bohr, where $r\rho$ is real and positive and (23) gives $+18\%$. Two absorbers that each return 0.2% of the flux can thus change $N_\epsilon$ by nearly a fifth; one such absorber alone contributes a single term of (24) and shifts it by up to about 9%.

For two channels, take thresholds 0 and $0.012\,E_h$, the same barrier on the diagonal, a coupling $0.004\,E_h\,\mathrm{sech}^2[(x-0.5\text{ bohr})/a]$ and the long absorber. At $0.010\,E_h$ one channel is open, and the $S$ matrix, (8) and (30) all give 0.019218, against 0.010514 without the coupling. At $0.020\,E_h$ both are open, and the $p_k$ from $S$ and from $B^\dagger B$ are 0.988648 and 0.000547, with $N=0.98919$.

The numerical check that follows tests (2) by quadrature; (4), (6), (8), (28) and (29) against integrated scattering states; (11), (13) to (16), (18) and (19) on random matrices; and (21), (23) and (24) with the separately integrated $\rho$.

## Values computed for the example and the checks

```
random 9x9, [eps,h]=0 : flux trace 1.71806990, 4tr 1.71806990
random 9x9, [eps,h]!=0: flux trace 2.32359495, 4tr 4.63165899
m = 1000 me, a = 0.75 bohr, V0 = 0.015 Eh = 0.4082 eV
2 m V0 a^2 = 16.8750, lambda = 4.077377
absorber: x0 = 6.0 bohr, length = 12.0 bohr, eta = 0.02 Eh
grid: dx = 0.1 bohr, points = 359, V(x0) = 6.75e-09 Eh
E = 0.005 Eh = 0.1361 eV: k = 3.16228 1/bohr, ka = 2.37171
  N closed form 2.2163733e-05, |S_pr|^2 ODE 2.2163734e-05
  N flux matrix 2.2163734e-05, N_eps DVR 2.2163678e-05
  N_eps/N-1 = -2.5e-06, |rho| = 7.4e-07, 2nd eigenvalue 2e-13
E = 0.010 Eh = 0.2721 eV: k = 4.47214 1/bohr, ka = 3.35410
  N closed form 1.0514097e-02, |S_pr|^2 ODE 1.0514097e-02
  N flux matrix 1.0514097e-02, N_eps DVR 1.0514100e-02
  N_eps/N-1 = 3.0e-07, |rho| = 8.6e-08, 2nd eigenvalue 2e-13
E = 0.015 Eh = 0.4082 eV: k = 5.47723 1/bohr, ka = 4.10792
  N closed form 5.4782947e-01, |S_pr|^2 ODE 5.4782947e-01
  N flux matrix 5.4782947e-01, N_eps DVR 5.4782956e-01
  N_eps/N-1 = 1.7e-07, |rho| = 9.5e-08, 2nd eigenvalue 2e-13
E = 0.020 Eh = 0.5442 eV: k = 6.32456 1/bohr, ka = 4.74342
  N closed form 9.8500385e-01, |S_pr|^2 ODE 9.8500385e-01
  N flux matrix 9.8500385e-01, N_eps DVR 9.8500404e-01
  N_eps/N-1 = 1.9e-07, |rho| = 4.7e-07, 2nd eigenvalue 2e-13
details at E = 0.01 Eh
  t = 0.076506-0.068271j, r = -0.662302-0.742187j
  2pi F: F11 = 0.010514, F22 = -0.010514, F12 = -0.000000-0.101998j
  eigenvalues of 2pi F: -0.102538, 0.102538
  s = 0.05 bohr: Re tr CGCG = -4.0416377, tr CG+CG = -4.0521518
  surface inside absorber, s = 10.05 bohr: trace = 0.173507
short absorber: length 2 bohr, dx = 0.05 bohr, same eta
  x0 6.0: N_eps 0.009439, formula 0.009439, err -0.1022, 4Re(r rho) -0.1034
  x0 6.1: N_eps 0.010862, formula 0.010862, err +0.0331, 4Re(r rho) +0.0393
  x0 6.2: N_eps 0.012232, formula 0.012232, err +0.1634, 4Re(r rho) +0.1527
  x0 6.3: N_eps 0.012220, formula 0.012220, err +0.1623, 4Re(r rho) +0.1518
  x0 6.4: N_eps 0.010840, formula 0.010840, err +0.0310, 4Re(r rho) +0.0374
  x0 6.5: N_eps 0.009425, formula 0.009425, err -0.1036, 4Re(r rho) -0.1050
  x0 6.6: N_eps 0.008879, formula 0.008879, err -0.1555, 4Re(r rho) -0.1688
  |rho| = 0.04243, |rho|^2 = 0.001800, largest |err| = 0.1634
two channels: gap 0.012 Eh, coupling 0.004 Eh sech^2((x-0.5 bohr)/a)
  E = 0.010 Eh, open 1: N ODE 0.019218, flux 0.019218, N_eps 0.019218
    p_k ODE [0.019218] DVR [0.019218]
  E = 0.020 Eh, open 2: N ODE 0.989194, flux 0.989194, N_eps 0.989195
    p_k ODE [9.88648e-01 5.47000e-04] DVR [9.88648e-01 5.47000e-04]
```
